# How modest field disorder spreads Merz switching times over decades

Let a ferroelectric region switch in a constant local field $E$. If its switching time $\tau$ depends on one constant time $t_\infty$, on $E$ and on one material field $E_a$, dimensional analysis leaves a single form:

$$
\tau=t_\infty\,\Phi\!\left(\frac{E_a}{E}\right).
$$

The form of $\Phi$ decides how strongly disorder acts. Suppose first that the ratio $h(x)=\tau(xE_0)/\tau(E_0)$ does not depend on $E_0$. Changing the field by a factor $y$ and then by $x$ would give $h(xy)=h(x)h(y)$, whose continuous solutions are powers, $h(x)=x^{-m}$. A field variation between $0.7E_0$ and $1.3E_0$ would spread the times by $m\log_{10}(1.3/0.7)=0.27\,m$ decades at every applied field. This is the case $\Phi(z)\propto z^m$, where the spread is fixed by $m$ alone. Any other $\Phi$ makes $h$ depend on $a=E_a/E_0$, and a large $a$ can then make the spread large.

Dimensions do not fix $\Phi$. For activated switching I take Merz's law, $\Phi(z)=e^z$. With the local field written as $E=xE_0$, where $E_0$ is the mean field,

$$
\tau(x)=t_\infty e^{a/x},\qquad
\frac{d\ln\tau}{d\ln x}=-\frac{a}{x}.
$$

At the mean field a one per cent change of field therefore changes the time by about $a$ per cent, as long as that is small. For larger changes the exponential itself must be kept.

## One region and its single time

The Kolmogorov-Avrami-Ishibashi (KAI) law describes a region in which many nuclei share one field. Let $N$ nuclei be placed at random in a two-dimensional region of area $\Omega$, with density $\rho=N/\Omega$, and let circular domains grow from them at speed $v$ from time zero. A point is still unswitched at time $t$ if no nucleus lies within the distance $vt$. Each nucleus misses that disc with probability $1-\pi v^2t^2/\Omega$, so for a large region

$$
1-p(t)=\left(1-\frac{\pi v^2t^2}{\Omega}\right)^{N}
\longrightarrow e^{-\pi\rho v^2t^2}.
$$

This is the KAI law

$$
p(t)=1-e^{-(t/\tau)^n},\qquad n=2,\qquad
\tau=\frac{1}{v\sqrt{\pi\rho}}.
$$

Overlap of domains needs no separate correction, because the argument asks whether a point has been reached at all. If $v=v_\infty e^{-E_a/E}$ and $\rho$ is independent of the field, $\tau$ has Merz's form with $t_\infty=1/(v_\infty\sqrt{\pi\rho})$. A count with randomly placed nuclei gives a switched fraction of 0.632 at $t=\tau$, as does the law.

In $D$ dimensions the volume searched is proportional to $(vt)^D$, so preset nuclei give $n=D$. Steady nucleation adds an integral over the birth time $s$, $\int_0^t(t-s)^D\,ds=t^{D+1}/(D+1)$, and gives $n=D+1$. For $D=1,2,3$ these two cases have $n\ge1$.

## A film of separate regions

Now let the film consist of many regions of equal weight whose boundaries stop domain walls. Each region is large enough for the KAI law and has its own constant $x$. Variations of grain orientation, permittivity or trapped charge are possible origins of such a spread. As a solvable model, let $x$ be uniformly distributed between $1-w$ and $1+w$, with $0<w<1$. The switched fraction of the film is

$$
P(t)=\frac{1}{2w}\int_{1-w}^{1+w}
\left[1-e^{-(t/\tau(x))^n}\right]dx .
$$

The slowest region has $x=1-w$ and the fastest has $x=1+w$. The range of local times in decades is

$$
\begin{aligned}
W&=\log_{10}\frac{\tau(1-w)}{\tau(1+w)}
=\frac{a}{\ln10}\left(\frac1{1-w}-\frac1{1+w}\right)\\
&=\frac{a}{\ln10}\,\frac{2w}{1-w^2}.
\end{aligned}
$$

Take $E_0=50$ MV/m, $E_a=1000$ MV/m, $t_\infty=10^{-12}$ s, $n=2$ and $w=0.3$. These are model parameters and not those of a named material. Read through $t_\infty=1/(v_\infty\sqrt{\pi\rho})$, the value $10^{-12}$ s means a nucleus spacing $\rho^{-1/2}=\sqrt\pi\,v_\infty t_\infty$ of only about 9 nm even for $v_\infty=5000$ m/s. A larger $t_\infty$ would merely shift all times by a common factor and leave the widths below unchanged. They give $a=20$ and a root-mean-square field disorder $w/\sqrt3=0.17$. The exponents $a/x$ at $x=1.3,\,1,\,0.7$ are 15.38, 20 and 28.57, so the times are

$$
4.8\times10^{-6}\ \text{s},\qquad
4.9\times10^{-4}\ \text{s},\qquad
2.6\ \text{s},
$$

and

$$
W=\frac{20}{2.303}\times\frac{0.6}{0.91}=5.7\ \text{decades}.
$$

The spread is lopsided. Lowering the field by 30% adds 8.57 to the exponent, while raising it by 30% removes only 4.62.

The place of the disorder in the formula is decisive. If $t_\infty$ varied between 0.7 and 1.3 times its mean at fixed field, the range would be $\log_{10}(1.3/0.7)=0.27$ decades. Disorder in $E_a$, however, is amplified like disorder in $E$, since $d\ln\tau=(E_a/E)(dE_a/E_a-dE/E)$ at fixed $t_\infty$. A broad switching curve by itself therefore does not tell which of the two varies.

## When the spread defeats one KAI time

A single KAI process also has a width in time, and the disorder must be compared with it. Let $T$ be the switching time of a randomly chosen point. In a region with given $x$, define $S=(T/\tau)^n$. Since the probability of $T>t$ is $e^{-(t/\tau)^n}$, the probability of $S>s$ is $e^{-s}$, whatever $x$ is. Thus $S$ is independent of $x$, and

$$
\ln T=\ln t_\infty+\frac{a}{x}+\frac{\ln S}{n}.
$$

The first random term comes from the field, the second from KAI growth.

The cumulants of $\ln S$ follow from $\langle S^k\rangle=\int_0^\infty s^ke^{-s}ds=\Gamma(1+k)$. The product formula $1/\Gamma(1+k)=e^{\gamma k}\prod_{m\ge1}(1+k/m)e^{-k/m}$, with $\gamma$ Euler's constant, gives on expanding the logarithm

$$
\ln\langle e^{k\ln S}\rangle
=-\gamma k+\frac{\zeta(2)}2k^2-\frac{\zeta(3)}3k^3+\cdots .
$$

The coefficient of $k^j/j!$ is the $j$th cumulant. The mean is therefore $-\gamma$, the variance is $\zeta(2)=\pi^2/6$, and the third cumulant is $-2\zeta(3)$.

For the field part, direct integration gives

$$
\begin{aligned}
\langle x^{-1}\rangle&=\frac1{2w}\ln\frac{1+w}{1-w},\\
\langle x^{-2}\rangle&=\frac1{2w}\left(\frac1{1-w}-\frac1{1+w}\right)
=\frac1{1-w^2}.
\end{aligned}
$$

Variances of independent terms add, so

$$
\operatorname{Var}(\ln T)=
a^2\left[\frac1{1-w^2}-\langle x^{-1}\rangle^2\right]
+\frac{\pi^2}{6n^2}.
$$

In the example the field contributes 13.77 and KAI growth 0.41, together 14.18. The field disorder thus supplies about 97% of the variance.

For small $w$, $\langle x^{-1}\rangle=1+w^2/3+\cdots$ and $\langle x^{-2}\rangle=1+w^2+\cdots$. The bracket becomes $1+w^2-(1+2w^2/3)=w^2/3$ to leading order. The two contributions are equal when

$$
\frac{a^2w^2}{3}=\frac{\pi^2}{6n^2}
\quad\Longrightarrow\quad
w\simeq\frac{\pi}{\sqrt2\,na}.
$$

For $n=2$ and $a=20$ this is 0.0555, close to the numerical solution of the full condition, 0.0554. A field range of about $\pm6\%$ already rivals the whole KAI width. With $w=0.01$, by contrast, a free KAI fit returns $n=1.96$ with a largest error of 0.004 in $P$, so a single time works well there.

## Why a free exponent does not repair the fit

One may keep a single time and let $n$ be adjustable. Matching the variance of a KAI law to that of the film requires $\pi^2/(6n_{\rm eff}^2)=\operatorname{Var}(\ln T)$, or

$$
n_{\rm eff}=\frac{\pi}{\sqrt{6\operatorname{Var}(\ln T)}}=0.34
$$

in the example. This lies below the values $n\ge1$ found above for growth at constant speed. The small exponent records a mixture of fast and slow regions, although $n=2$ holds inside every one of them.

The shape is wrong as well. For any single KAI law, $\ln T$ is a constant plus $(\ln S)/n$. Its skewness, the third cumulant divided by the $3/2$ power of the variance, is

$$
\frac{-2\zeta(3)/n^3}{[\pi^2/(6n^2)]^{3/2}}
=-\frac{12\sqrt6\,\zeta(3)}{\pi^3}=-1.14 .
$$

Neither $\tau$ nor $n$ appears. For the film one also needs

$$
\langle x^{-3}\rangle
=\frac1{4w}\left[\frac1{(1-w)^2}-\frac1{(1+w)^2}\right]
=\frac1{(1-w^2)^2},
$$

where the bracket equals $4w/(1-w^2)^2$. The third cumulant of $\ln T$ is then

$$
a^3\left[\langle x^{-3}\rangle-3\langle x^{-1}\rangle\langle x^{-2}\rangle
+2\langle x^{-1}\rangle^3\right]-\frac{2\zeta(3)}{n^3}.
$$

The film's skewness is $+0.41$. The sign is reversed because $1/x$ stretches the low-field side into a long slow tail. The reversal needs broad disorder: at the same $a$ and $n$ the skewness is still slightly negative for $w=0.1$, and a uniform $\pm30\%$ spread of $E_a$ instead of $E$ gives about $-0.01$.

Least-squares fits show the consequence. They use a uniform grid in $\ln t$, from 3 below the fastest $\ln\tau$ to 2 above the slowest. With $n=2$ fixed, the largest error in $P$ is 0.41 on a scale where complete switching is 1. With $n$ free it is still 0.11, and the fitted exponent is 0.28; a much wider time window changes these to 0.10 and 0.29. It need not equal 0.34: the film's curve is not a KAI curve, so different matching criteria can select different exponents.

## The switching curve in the broad limit

When the field spread is much wider than the KAI width, each region can be treated as switching sharply at its own $\tau$. Put $u=\ln(t/t_\infty)$. The regions that have switched satisfy $a/x<u$, or $x>a/u$. Between the fastest and slowest times their fraction is

$$
G(u)=\frac{1+w-a/u}{2w},\qquad
g(u)=\frac{dG}{du}=\frac{a}{2wu^2}.
$$

Before the fastest time $G=0$, and after the slowest $G=1$. The density $g$ is largest at the fast edge, $u=a/(1+w)$, where it equals

$$
L=\frac{(1+w)^2}{2wa}=\frac{1.69}{12}=0.141 .
$$

Restoring the KAI width means averaging over $S$: $P(u)=\langle G(u-(\ln S)/n)\rangle$. Since $G$ changes by at most $L$ per unit of $u$,

$$
|P-G|\le \frac{L\langle|\ln S|\rangle}{n}
=\frac{0.141\times1.016}{2}=0.072 .
$$

The largest difference actually found is 0.052. The same average shows that $dP/d\ln t\le L$; the computed maximum is 0.12. For one KAI law put $q=(t/\tau)^n$. Then $dp/d\ln t=nqe^{-q}$, which peaks at $q=1$ with the value $n/e=0.74$. The film's steepest rise is thus about six times gentler.

| $t$ (s) | film $P$ | sharp $G$ | KAI at mean field |
|---|---:|---:|---:|
| $10^{-5}$ | 0.132 | 0.099 | 0.000 |
| $10^{-4}$ | 0.383 | 0.357 | 0.042 |
| $10^{-3}$ | 0.579 | 0.558 | 0.986 |
| $10^{-2}$ | 0.736 | 0.719 | 1.000 |
| $10^{-1}$ | 0.865 | 0.851 | 1.000 |

The film starts earlier than the mean-field region and finishes much later. Its 10–90% interval covers 4.4 decades. For one KAI law $t=\tau[-\ln(1-p)]^{1/n}$, so the corresponding width is $n^{-1}\log_{10}[\ln10/\ln(10/9)]=0.67$ decades.

In the table $P$ lies slightly above $G$. Away from the edges, a first-order expansion gives $P-G\simeq-g\langle\ln S\rangle/n=g\gamma/n$. At $10^{-3}$ s, $u=20.7$ and $g=0.078$, so the estimate is 0.022, against the tabulated difference of 0.021. Points switch on average somewhat before $\ln t=\ln\tau$.

## Nucleation-limited regions

The opposite picture of a region leads to a film curve of nearly the same width. Suppose that growth fills a region almost at once, after a wait for its first nucleus. With a constant nucleation rate $1/\tau(x)$, the probability of no nucleus is $e^{-t/\tau(x)}$. Averaged over many regions, this is the film formula with $n=1$, provided that the rate has the same Merz dependence.

The intrinsic variance is now $\pi^2/6=1.64$ instead of 0.41, still small beside 13.77. The total becomes 15.4 and $n_{\rm eff}=0.33$. In this regime the width of the film curve says little about what happens within a region; it mainly reflects the distribution of $E_a/E$.

## Why the regions must be separate

Amplified local times do not by themselves guarantee a broad spread of completion times. As a one-dimensional contrast, let a single wall cross $M$ regions of equal length in series. Its crossing time in each is proportional to $e^{a/x}$. Let one crossing time have mean $m$ and standard deviation $\sigma$. For independent regions the sum has mean $Mm$ and variance $M\sigma^2$, so its relative spread is

$$
\frac{\sqrt M\,\sigma}{Mm}=\frac1{\sqrt M}\frac{\sigma}{m}.
$$

The mean and variance are finite because $x\ge1-w>0$. In the example $\sigma/m=3.15$, which falls to 0.10 for $M=1000$. The 10–90% width of the total crossing times is then 0.11 decades. The wall advances at a nearly constant average speed, so the switched fraction of such chains grows almost linearly in time. Its 10–90% interval is close to $\log_{10}9=0.95$ decades, compared with 4.4 for separate regions. Series motion adds times and averages the disorder, whereas separate regions keep their individual times. A real wall in two or three dimensions may also bend around slow regions, which this contrast leaves out.

## Dependence on the applied field

If the relative disorder $w$ stays fixed, $W$ is proportional to $1/E_0$. Doubling the field to 100 MV/m halves the range from 5.7 to 2.9 decades. If instead the local fields deviate by up to a fixed amount $\Delta E$, then $w=\Delta E/E_0$ and

$$
W=\frac{1}{\ln10}\,\frac{2E_a\,\Delta E}{E_0^2-\Delta E^2},
$$

which falls as $1/E_0^2$ when $\Delta E\ll E_0$. In both cases a higher field brings the film closer to a single KAI time, as long as Merz's law continues to hold.

At the other end, $W$ diverges as $w\to1$, because some local fields approach zero. The model should not be pushed there: the slowest regions may not switch during the pulse, and Merz's law need not hold at very low field. Back-switching and local fields that change as neighbours switch are also absent. The latter would make the regions interdependent, and the simple average over $x$ would no longer suffice.

The numerical output below gives the remaining values of the example.

## Computed values

```
E0 = 50 MV/m, Ea = 1000 MV/m, a = 20
t_inf = 1e-12 s, n = 2, w = 0.30
rms relative field disorder = 0.1732
nuclei test t/tau=0.5: counted 0.2180, KAI 0.2212
nuclei test t/tau=1.0: counted 0.6316, KAI 0.6321
nuclei test t/tau=1.5: counted 0.8955, KAI 0.8946
x = 1.3: a/x = 15.385, tau = 4.802e-06 s
x = 1.0: a/x = 20.000, tau = 4.852e-04 s
x = 0.7: a/x = 28.571, tau = 2.561e+00 s
full range of tau = 5.727 decades
10-90% range of tau: formula 4.424 decades
10-90% range of tau: sampled 4.427 decades
full range, prefactor disorder = 0.269 decades
full range at 100 MV/m = 2.863 decades
variance of ln T from field = 13.772
variance of ln T from KAI = 0.411
variance of ln T from film curve = 14.183
n_eff from variance = 0.341
w for equal variances: 0.0554, estimate 0.0555
skewness of ln T: film 0.409, any KAI -1.140
film t10, t50, t90 = 7.662e-06, 3.708e-04, 2.047e-01 s
10-90% width: film 4.427 decades
10-90% width: one KAI law 0.670 decades
largest dP/dln t: film 0.1225, limit 0.1408
largest dP/dln t: one KAI law 0.7357
mean |ln S| = 1.0160
sharp-switching error 0.0523, bound 0.0715
t (s), film P, sharp-switching P, KAI P at mean field:
  1e-6  0.0028  0.0000  0.0000
  1e-5  0.1322  0.0986  0.0004
  1e-4  0.3830  0.3571  0.0416
  1e-3  0.5788  0.5582  0.9857
  1e-2  0.7359  0.7190  1.0000
  1e-1  0.8646  0.8506  1.0000
  1e+0  0.9693  0.9603  1.0000
  1e+1  1.0000  1.0000  1.0000
fit, n fixed at 2: t0 = 5.054e-04 s
fit, n fixed at 2: largest error in P = 0.405
fit, n free: t0 = 3.042e-03 s, n = 0.279
fit, n free: largest error in P = 0.112
control w=0.01, n free: n = 1.960, error 0.00356
relative spread of one local time = 3.149
relative spread, 1000 regions in series: sampled 0.0991
relative spread, 1000 in series: formula 0.0996
10-90% width, 1000 regions in series = 0.111 decades
```
